# Lowering the electron barrier at a gated graphene contact: a numerical check

```python
"""
Result under test: with the semiconductor band edge fixed relative to the
Dirac energy, filling neutral graphene to net electron density n lowers the
electron barrier by  hbar * v * sqrt(pi * n).
n: electrons per area; v: Fermi velocity; mu: Fermi level above Dirac energy;
phi: band edge minus Fermi level; phi_neutral: its value at neutrality.
Lengths are in m, densities in m^-2, energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy.constants import hbar, e, k as k_boltzmann, epsilon_0, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# Inputs: round or rough typical values
n = 5e16
v = 1.0e6
temperature = 300.0
phi_neutral = 0.40
oxide_thickness = 10e-9
oxide_eps = 3.9
breakdown_field = 1e9        # V/m, rough
gap = 0.33e-9
mass_ratio = 0.5
puddle_density = 1e15
lattice = 0.246e-9

hv = hbar * v / e            # eV m
kT = k_boltzmann * temperature / e


def lowering(density, velocity=v):
    return hbar * velocity * np.sqrt(pi * density) / e


k_fermi = np.sqrt(pi * n)
E_F = lowering(n)

# Explicit count of allowed wavevectors in a periodic square box
box = 4e-6
m_max = int(k_fermi * box / (2 * pi)) + 2
m = np.arange(-m_max, m_max + 1)
mx, my = np.meshgrid(m, m)
energies = hv * 2 * pi / box * np.hypot(mx, my)
n_count = 4 * np.count_nonzero(energies <= E_F) / box**2
assert abs(n_count / n - 1) < 2e-3   # finite box: ragged edge of the disc

# Honeycomb nearest-neighbour bands, hopping set by the chosen velocity
hopping = 2 * hv / (np.sqrt(3) * lattice)
K_point = np.array([4 * pi / (3 * lattice), 0.0])
a1 = lattice * np.array([0.5, np.sqrt(3) / 2])
a2 = lattice * np.array([-0.5, np.sqrt(3) / 2])


def upper_band(q, angle):
    kvec = K_point + q * np.array([np.cos(angle), np.sin(angle)])
    f = -hopping * (1 + np.exp(1j * kvec @ a1) + np.exp(1j * kvec @ a2))
    return np.linalg.eigvalsh(np.array([[0, f], [np.conj(f), 0]]))[1]


q_small = 1e-4 / lattice
for angle in (0.0, 0.7, 2.0, 4.1):
    assert abs(upper_band(q_small, angle) / (hv * q_small) - 1) < 1e-3


def lattice_density(energy, n_angles):
    angles = 2 * pi * np.arange(n_angles) / n_angles
    radii = [brentq(lambda q: upper_band(q, a) - energy, 0, 2 * energy / hv)
             for a in angles]
    return np.mean(np.square(radii)) / pi


def lattice_fermi_energy(n_angles):
    return brentq(lambda E: lattice_density(E, n_angles) / n - 1,
                  0.2, 0.3, xtol=1e-11)


E_lattice_coarse = lattice_fermi_energy(12)
E_lattice = lattice_fermi_energy(24)
mesh_shift = abs(E_lattice - E_lattice_coarse)
assert mesh_shift < 1e-6
assert abs(E_lattice - E_F) < 0.01 * E_F


# Net density, electrons minus holes, at finite temperature
def net_density(mu):
    eta = mu / kT
    integral = quad(lambda x: x * (expit(eta - x) - expit(-eta - x)),
                    0, abs(eta) + 45, epsabs=1e-10, limit=200)[0]
    return 2 * (kT / hv)**2 * integral / pi


mu_warm = brentq(lambda mu: net_density(mu) / n - 1, 0.1, 0.4)
mu_formula = np.sqrt(E_F**2 - (pi * kT)**2 / 3)
assert abs(mu_warm - mu_formula) < 1e-6   # omitted terms are exponentially small


# Gate voltage from the derivative of the stored energy per area
def stored_energy(density):
    kf = np.sqrt(pi * density)
    band = hv * kf**3 * quad(lambda u: 2 * u**2 / pi, 0, 1)[0]
    return band + e * density**2 * oxide_thickness / (2 * oxide_eps * epsilon_0)


oxide_field = e * n / (oxide_eps * epsilon_0)
V_oxide = oxide_field * oxide_thickness
V_gate = V_oxide + E_F
dn = 1e-4 * n
V_derivative = (stored_energy(n + dn) - stored_energy(n - dn)) / (2 * dn)
assert abs(V_derivative - V_gate) < 1e-6
assert oxide_field < breakdown_field

# Self-consistent contact: total gate charge n shared by graphene and MoS2
dos_semi = 2 * mass_ratio * m_e * e / (pi * hbar**2)   # per eV per m^2


def contact(gate_on_graphene_side):
    def state(mu):
        n_graphene = net_density(mu)
        n_semi = n - n_graphene
        if gate_on_graphene_side:
            shift = e * n_semi * gap / epsilon_0
        else:
            shift = -e * n_graphene * gap / epsilon_0
        return n_graphene, n_semi, shift, phi_neutral - mu + shift

    def mismatch(mu):
        _, n_semi, _, phi = state(mu)
        return (n_semi - dos_semi * kT * np.log1p(np.exp(-phi / kT))) / n

    return state(brentq(mismatch, 0.0, 0.3))


far = contact(True)
near = contact(False)
assert abs(far[2]) < 0.01      # alignment nearly fixed
assert abs(near[2]) > 0.05     # alignment clearly not fixed
assert abs(E_F - 0.26) < 0.005

cm2 = 1e-4
print(f"Net electron density n = {n*cm2:.2e} cm^-2")
print(f"Fermi velocity v = {v:.2e} m/s")
print(f"hbar*v = {hv*1e9:.4f} eV nm")
print(f"Fermi wavevector = {k_fermi*1e-9:.4f} nm^-1")
print(f"Barrier lowering, low temperature = {E_F:.4f} eV")
print(f"Barrier lowering, low temperature = {E_F*e:.3e} J")
print(f"Density from box count = {n_count*cm2:.4e} cm^-2")
print(f"Box side = {box*1e6:.1f} um")
print(f"Lowering at n/4 = {lowering(n/4):.4f} eV")
print(f"Extra lowering from n to 2n = {lowering(2*n)-E_F:.4f} eV")
print(f"Barrier at neutrality (rough input) = {phi_neutral:.2f} eV")
print(f"Barrier at n, low temperature = {phi_neutral-E_F:.4f} eV")
print(f"Temperature = {temperature:.0f} K")
print(f"kT = {kT*1e3:.2f} meV")
print(f"Lowering at this temperature = {mu_warm:.4f} eV")
print(f"Thermal reduction of lowering = {(E_F-mu_warm)*1e3:.2f} meV")
print(f"Barrier at n, this temperature = {phi_neutral-mu_warm:.4f} eV")
print(f"Boltzmann factor ratio = {np.exp(mu_warm/kT):.2e}")
print(f"Oxide thickness = {oxide_thickness*1e9:.0f} nm")
print(f"Oxide relative permittivity = {oxide_eps:.1f}")
print(f"Oxide field = {oxide_field*1e-8:.2f} MV/cm")
print(f"Rough breakdown field = {breakdown_field*1e-8:.0f} MV/cm")
print(f"Voltage across oxide = {V_oxide:.3f} V")
print(f"Gate voltage from neutrality = {V_gate:.3f} V")
print(f"Graphene lattice constant (input) = {lattice*1e9:.3f} nm")
print(f"Tight-binding hopping for this v = {hopping:.3f} eV")
print(f"Tight-binding lowering = {E_lattice:.4f} eV")
print(f"Tight-binding minus linear = {(E_lattice-E_F)*1e3:.2f} meV")
print(f"Shift, 12 to 24 angles = {mesh_shift*1e3:.1e} meV")
print(f"Change if v is 10% higher = {(lowering(n,1.1*v)-E_F)*1e3:.1f} meV")
print(f"Puddle density (rough) = {puddle_density*cm2:.1e} cm^-2")
print(f"Fermi energy of puddles = {lowering(puddle_density)*1e3:.1f} meV")
print(f"Contact gap (rough) = {gap*1e9:.2f} nm")
print(f"MoS2 electron mass (rough) = {mass_ratio:.1f} m_e")
for label, result in (("Graphene-side gate", far), ("MoS2-side gate", near)):
    ng, ns, shift, phi = result
    print(f"{label}: graphene density = {ng*cm2:.3e} cm^-2")
    print(f"{label}: MoS2 density = {ns*cm2:.3e} cm^-2")
    print(f"{label}: alignment shift = {shift*1e3:.1f} meV")
    print(f"{label}: barrier = {phi:.4f} eV")
    print(f"{label}: barrier lowering = {phi_neutral-phi:.4f} eV")
print("PASS")
```

Output:

```
Net electron density n = 5.00e+12 cm^-2
Fermi velocity v = 1.00e+06 m/s
hbar*v = 0.6582 eV nm
Fermi wavevector = 0.3963 nm^-1
Barrier lowering, low temperature = 0.2609 eV
Barrier lowering, low temperature = 4.180e-20 J
Density from box count = 5.0004e+12 cm^-2
Box side = 4.0 um
Lowering at n/4 = 0.1304 eV
Extra lowering from n to 2n = 0.1081 eV
Barrier at neutrality (rough input) = 0.40 eV
Barrier at n, low temperature = 0.1391 eV
Temperature = 300 K
kT = 25.85 meV
Lowering at this temperature = 0.2566 eV
Thermal reduction of lowering = 4.25 meV
Barrier at n, this temperature = 0.1434 eV
Boltzmann factor ratio = 2.05e+04
Oxide thickness = 10 nm
Oxide relative permittivity = 3.9
Oxide field = 2.32 MV/cm
Rough breakdown field = 10 MV/cm
Voltage across oxide = 2.320 V
Gate voltage from neutrality = 2.581 V
Graphene lattice constant (input) = 0.246 nm
Tight-binding hopping for this v = 3.090 eV
Tight-binding lowering = 0.2607 eV
Tight-binding minus linear = -0.16 meV
Shift, 12 to 24 angles = 5.1e-05 meV
Change if v is 10% higher = 26.1 meV
Puddle density (rough) = 1.0e+11 cm^-2
Fermi energy of puddles = 36.9 meV
Contact gap (rough) = 0.33 nm
MoS2 electron mass (rough) = 0.5 m_e
Graphene-side gate: graphene density = 4.963e+12 cm^-2
Graphene-side gate: MoS2 density = 3.717e+10 cm^-2
Graphene-side gate: alignment shift = 2.2 meV
Graphene-side gate: barrier = 0.1466 eV
Graphene-side gate: barrier lowering = 0.2534 eV
MoS2-side gate: graphene density = 2.845e+12 cm^-2
MoS2-side gate: MoS2 density = 2.155e+12 cm^-2
MoS2-side gate: alignment shift = -169.9 meV
MoS2-side gate: barrier = 0.0390 eV
MoS2-side gate: barrier lowering = 0.3610 eV
PASS
```
